Collective diffusion of rigid dimers hopping along a surface row

## The current and the diffusion coefficient

Some crystal surfaces are built of parallel rows or channels, and on many of them adatoms move far more easily along a row than across it. During growth two adatoms in one row may pair, and the pair may then slide along the row as a single body. Suppose that many such dimers lie in a row, crowded at one end and sparse at the other. They hop at random, and the unevenness smooths out. How does the speed of smoothing depend on how full the row is?

Two arguments point in opposite directions. A dimer in a crowded row often finds its way blocked, so crowding should slow the spreading. But a dimer in a density gradient is blocked more often on its crowded side than on its sparse side, so its hops are biased towards the sparse side, and crowding should speed the spreading. The answer needs both effects in the right proportion.

The model is as follows. The row has sites with spacing a, numbered by i. A dimer covers two adjacent sites, and no site is covered twice. Each dimer attempts a hop of one site to the right at rate Γ and of one site to the left at rate Γ. The hop takes place if the one site that would be newly covered is empty. Dimers neither attract nor repel beyond this exclusion; they do not break, turn, leave the row or pass one another. Let n be the number of dimers per site. Since a dimer covers two sites, the covered fraction of the row is 2n, and n lies between 0 and 1/2.

The quantity sought is the collective diffusion coefficient D(n), defined by the equation

∂n/∂t = ∂/∂x [ D(n) ∂n/∂x ]

for densities that vary slowly from site to site. It describes how a density profile relaxes. It does not describe the wandering of one marked dimer, which stays between the same two neighbours for ever. In the algebra lengths are measured in units of a, so a = 1, and a is restored at the end. No ħ, electron mass or charge enters the hopping problem, so atomic units add no factors.

To describe a configuration, let x_i = 1 if a dimer has its left end at site i, and x_i = 0 otherwise. Let e_i = 1 if site i is empty, and e_i = 0 otherwise. A dimer with its left end at i covers i and i+1. A hop to the right takes its left end to i+1 and needs site i+2 empty. A dimer with its left end at i+1 covers i+1 and i+2. A hop to the left takes its left end to i and needs site i empty. The net rate at which left ends pass from i to i+1, for a given configuration, is therefore

J_i = Γ ( x_i e_{i+2} − e_i x_{i+1} ).   (1)

Both products can be written without the e's. If a dimer covers i and i+1, then site i+2 is either empty or covered. If it is covered, it must be by the left end of another dimer, because a dimer whose right end lay at i+2 would also cover i+1, which is taken. So, given x_i = 1, we have e_{i+2} = 1 − x_{i+2}, and

x_i e_{i+2} = x_i − x_i x_{i+2}.

If x_i = 0, both sides vanish, so the identity holds in every configuration. In the same way, if a dimer covers i+1 and i+2, then site i is either empty or the right end of a dimer whose left end is at i−1. Hence

e_i x_{i+1} = x_{i+1} − x_{i−1} x_{i+1}.

Inserting both in (1) gives

J_i = Γ ( x_i − x_i x_{i+2} − x_{i+1} + x_{i−1} x_{i+1} ).

Now group the first term with the last, and the second with the third:

J_i = Γ [ ( x_i + x_{i−1} x_{i+1} ) − ( x_{i+1} + x_i x_{i+2} ) ].

The second bracket is the first with i replaced by i+1. With the definition

h_i = x_i + x_{i−1} x_{i+1}   (2)

the current is

J_i = Γ ( h_i − h_{i+1} ).   (3)

This holds for each configuration separately, before any average is taken. The current is the difference of one local quantity at two neighbouring sites.

The meaning of h_i is seen from two dimers that touch, covering sites 1, 2 and 3, 4, with empty sites on both sides. Here x_1 = x_3 = 1. From (2), h_1 = 1, h_2 = x_1 x_3 = 1 and h_3 = 1, while h_0 = h_4 = 0. The function is flat along the pair and drops at its ends, so (3) gives J_1 = J_2 = 0, J_3 = Γ and J_0 = −Γ. Indeed the inner hops are blocked, the right dimer can hop right, and the left dimer can hop left.

The number of left ends at a site changes by what flows in from the left less what flows out to the right. Averaging over many runs, shown by angle brackets, gives

d⟨x_i⟩/dt = ⟨J_{i−1}⟩ − ⟨J_i⟩ = Γ ( ⟨h_{i−1}⟩ − 2⟨h_i⟩ + ⟨h_{i+1}⟩ ).   (4)

The right side is a lattice second derivative. The equation is not yet closed, because ⟨h_i⟩ contains the mean of a product. To express it through the density we need the chance that two dimers touch.

Take first a uniform row in equilibrium, closed into a ring of L sites with N dimers, where N is below L/2. Every hop can be undone by the reverse hop, and both have the same rate Γ. If all allowed configurations are equally likely, the flow of probability along each hop is balanced by the flow along its reverse. The equal distribution is therefore stationary. With at least one empty site, the dimers can be moved in turn to reach any other arrangement, so it is the one stationary distribution.

Now suppose that a dimer is known to cover sites i and i+1. The other L − 2 sites hold N − 1 dimers and L − 2N vacancies. Call each dimer and each vacancy an object. There are

(N − 1) + (L − 2N) = L − N − 1

remaining objects, and every order of them is allowed and equally likely. The object next to the given dimer is thus a dimer with probability

p = (N − 1)/(L − N − 1).

For a long ring at fixed n = N/L, divide numerator and denominator by L and drop the terms of order 1/L:

p = n/(1 − n).   (5)

This is larger than n, the chance that a dimer starts at a site picked at random. The reason is that the site after a dimer cannot be the second half of another one.

The mean of x_{i−1} x_{i+1} is the chance n that a dimer starts at i−1, times the chance p that the next object is a dimer. So (2) gives

⟨h⟩ = n + n · n/(1 − n) = [ n(1 − n) + n² ]/(1 − n) = n/(1 − n).   (6)

In a row whose density varies over a length of ℓ sites, with ℓ large, each short section has time to settle into the equilibrium belonging to its own density long before the whole profile changes. This is the assumption of local equilibrium. It lets (6) be used with the local value of n. One may ask whether small departures from local equilibrium spoil the result, since the current itself is small. The density gradient is of order 1/ℓ, and so are the departures that it causes. They change ⟨h⟩ by an amount of order 1/ℓ that again varies over the length ℓ. The difference of this amount between neighbouring sites is of order 1/ℓ², while the main current is of order 1/ℓ. The departures therefore drop out at leading order. This argument rests on (3): had the current not been a difference, a departure of order 1/ℓ could have changed it at the order that matters.

For slow variation the second difference in (4) becomes a second derivative, with x = ia:

∂n/∂t = Γa² ∂²/∂x² [ n/(1 − n) ].

The derivative of the bracket with respect to n is

d/dn [ n/(1 − n) ] = [ (1 − n) + n ]/(1 − n)² = 1/(1 − n)².

By the chain rule the equation takes the form that defines D, with

D(n) = D0/(1 − n)²,  D0 = Γa².   (7)

Here D0 is the coefficient of a lone dimer: it makes 2Γ hops per unit time, each of squared length a², and its mean squared displacement 2Γa²t equals 2D0 t.

Crowding speeds the smoothing at every density. In terms of the coverage θ = 2n, the result reads D = D0/(1 − θ/2)². At small n it rises as D0(1 + 2n). As n approaches 1/2 it tends to 4D0, and this limit has a simple picture. In an almost full row the few empty sites can be followed instead of the dimers. When the dimer on the left of an empty site hops right, it covers that site and uncovers the one two places to the left. The vacancy has moved by 2a. It does so at rate Γ in each direction, so it diffuses with coefficient Γ(2a)² = 4Γa². The density of vacancies is 1 − 2n, a linear function of n, so n obeys the same diffusion equation. At n = 1/2 itself no vacancy is left and nothing moves; the value 4D0 belongs to the approach to that point.

The two opposing effects named at the start can now be separated. The first is blocking. A given dimer can hop to the right if the next object is a vacancy, which by (5) has probability

1 − p = (1 − 2n)/(1 − n).   (8)

This factor falls from 1 in an empty row to 0 in a full one. It governs the drift under a weak force f on each dimer, which makes the rates to the right and left differ by Γfa/kT at first order, with k the Boltzmann constant and T the temperature. On a ring the force leaves all configurations equally likely. The reason is that each run of touching dimers has one dimer free to hop right and one free to hop left, so a configuration is left and entered equally often by right hops, and likewise by left hops. The drift current is therefore

J = Γ (fa/kT) n (1 − 2n)/(1 − n).   (9)

The second effect is the resistance of the dimer gas to being compressed. An open row of L sites with N dimers has L − N objects, of which N are dimers, so the number of arrangements is (L − N)!/[N!(L − 2N)!]. By Stirling's formula its logarithm per site is

s = (1 − n) ln(1 − n) − n ln n − (1 − 2n) ln(1 − 2n).

There is no interaction energy, so the chemical potential μ, counted from a constant, is −kT ds/dn. The three terms of s have the derivatives −ln(1 − n) − 1, −ln n − 1 and 2 ln(1 − 2n) + 2. The constants cancel, and

μ/kT = ln n + ln(1 − n) − 2 ln(1 − 2n).

A further derivative gives

d(μ/kT)/dn = 1/n − 1/(1 − n) + 4/(1 − 2n).

The first two terms combine to (1 − 2n)/[n(1 − n)]. Over the common denominator n(1 − n)(1 − 2n) the numerator is (1 − 2n)² + 4n(1 − n) = 1, so

d(μ/kT)/dn = 1/[ n(1 − n)(1 − 2n) ].   (10)

In equilibrium under a force the drift is balanced by diffusion, and f = dμ/dx. The diffusion current down a gradient is thus (9) with f replaced by −dμ/dx. The number of dimers per unit length is n/a, so this current is also −(D/a) ∂n/∂x. Comparison gives

D = Γa² · n(1 − 2n)/(1 − n) · 1/[ n(1 − n)(1 − 2n) ] = Γa²/(1 − n)².

This is (7) again. Blocking multiplies D0 by (8), and stiffness multiplies it by the thermodynamic factor 1/[(1 − n)(1 − 2n)]. The factor 1 − 2n, which would stop all motion in a full row, cancels between them. What remains is above 1.

## The view by objects, a large step, and numbers for a row

The model treated so far is a row of sites with spacing a, on which rigid dimers, each covering two sites, hop by one site at rate Γ in each direction if the new site is empty. With n dimers per site, n below 1/2, the current is the difference of a local quantity whose equilibrium mean is n/(1 − n). On scales long beside a this gave

∂n/∂t = D0 ∂²/∂x² [ n/(1 − n) ],  D = D0/(1 − n)²,  D0 = Γa².

The factor D/D0 is the product of the free-hop factor (1 − 2n)/(1 − n) and the thermodynamic factor 1/[(1 − n)(1 − 2n)]. That derivation used local equilibrium to find how often dimers touch. A second road reaches the same equation without that step. Lengths are again in units of a, so a = 1.

Number the objects in the row, dimers and vacancies alike, from left to right by j. Let η_j = 1 if object j is a dimer and 0 if it is a vacancy. When a dimer hops right it changes places with the vacancy next to it. In the list of objects a dimer has moved by one place and a vacancy has moved back by one. The length of the dimer has vanished from the description, and what is left is a set of point particles that hop to empty neighbouring places.

The mean of η_j grows by hops from j+1 and j−1 and falls by hops to them. For the pair j, j+1 the net gain is

Γ⟨ η_{j+1}(1 − η_j) − η_j(1 − η_{j+1}) ⟩ = Γ⟨ η_{j+1} − η_j ⟩,

because the products η_j η_{j+1} cancel. Adding the pair j, j−1 gives

d⟨η_j⟩/dt = Γ ( ⟨η_{j+1}⟩ − 2⟨η_j⟩ + ⟨η_{j−1}⟩ ).   (11)

This equation is closed: no correlation of two objects enters. For slow variation, with y the continuous form of j and ρ(y, t) the mean of η,

ρ_t = Γ ρ_yy,   (12)

where subscripts denote derivatives. The labels must now be turned back into positions. A vacancy takes one site and a dimer two, so an object takes 1 + ρ sites on average:

x_y = 1 + ρ.

Dividing dimers per object by sites per object gives dimers per site:

n = ρ/(1 + ρ),  and so  ρ = n/(1 − n).

The position of a given label also shifts in time. By (12), dimers cross the label y to the right at the net rate −Γρ_y. Each crossing takes a dimer of length 2 from the left side and returns a vacancy of length 1, so the left side shortens by 1. With the left end of the row fixed,

x_t = Γ ρ_y.

The change of n at fixed label is the change at fixed position plus the part due to the shift:

(n_t at fixed y) = (n_t at fixed x) + n_x x_t.

From n = ρ/(1 + ρ) we have dn/dρ = 1/(1 + ρ)². Hence n_t at fixed y is Γρ_yy/(1 + ρ)². Also n_y = ρ_y/(1 + ρ)², and division by x_y gives n_x = ρ_y/(1 + ρ)³. Therefore

(n_t at fixed x) = Γ [ ρ_yy/(1 + ρ)² − ρ_y²/(1 + ρ)³ ].

Compare this with the second derivative of ρ in position. Since ∂/∂x is 1/(1 + ρ) times ∂/∂y,

∂²ρ/∂x² = 1/(1 + ρ) · ∂/∂y [ ρ_y/(1 + ρ) ] = ρ_yy/(1 + ρ)² − ρ_y²/(1 + ρ)³.

The two expressions agree, so ∂n/∂t = Γ ∂²/∂x² [ n/(1 − n) ], as before. The assumption that remains is that the position of a label may be replaced by its mean. A section of ℓ objects has a length that fluctuates by an amount of order √ℓ, which is small beside ℓ when ℓ is large.

The same steps serve rods that cover k sites. A crossing then shortens the left side by k − 1, and both x_y = 1 + (k − 1)ρ and x_t = (k − 1)Γρ_y follow. With s = 1 + (k − 1)ρ the density is n = ρ/s, and dn/dρ = 1/s². Both sides of the comparison become Γ[ρ_yy/s² − (k − 1)ρ_y²/s³]. Since ρ = n/[1 − (k − 1)n], whose derivative in n is 1/[1 − (k − 1)n]²,

D = D0/[ 1 − (k − 1)n ]².

For single atoms, k = 1, the coefficient does not depend on density: blocking and stiffness cancel completely. The rise of D for dimers is thus an effect of their length. In a nearly full row n is close to 1/k and D is close to k²D0, because each hop moves a vacancy by k sites.

A finite row shows how soon the long-scale result applies. Take a closed row of L sites with walls at both ends, and let M = L − N be the number of objects. Equation (11) with closed ends has solutions in which ⟨η_j⟩ departs from its mean by cos[π(j − 1/2)/M]. Such a departure decays at the rate

λ = 2Γ [ 1 − cos(π/M) ].

For large M, expansion of the cosine gives λ = Γ(π/M)²[1 − π²/(12M²)]. In the diffusion equation the slowest small departure has half a wave in the row and decays at the rate D(π/L)². If λ is read in this way, the coefficient is

λL²/π² = Γ (L/M)² [ 1 − π²/(12M²) ],  with  L/M = 1/(1 − n).

The first factors are the result for a long row, and the last is the finite-size correction. To see whether this is the slowest decay of the whole row, and not of the mean density alone, one can write down the matrix of hopping rates between all configurations and compute its smallest nonzero decay rate numerically. For L = 20 and N = 5 this gives D/D0 = 1.771, against 1.778 from 1/(1 − n)². At the fixed density n = 0.25 the relative shortfall is 2.26 % for 8 sites, 1.01 % for 12, 0.57 % for 16 and 0.37 % for 20, which follows the 1/M² law. At n = 0.4, with 20 sites and 8 dimers, the matrix gives 2.762 and the formula 2.778.

These numbers concern small departures from a uniform row. A large step tests the nonlinear equation. Let a closed row of 160 sites start with 32 dimers placed at random in the left half and 8 in the right half, so that n is 0.4 and 0.1. In a simulation a dimer and a direction are drawn at random again and again, and the hop is made if the new site is free. With 40 dimers there are 80Γ attempts per unit time, so a time of 200/Γ takes 16,000 attempts. A dimer astride the middle counts as one half on each side. Over 4000 runs the mean number of dimers that had passed to the right half was 3.23, with a standard error of 0.02. The diffusion equation, solved in small time steps on cells of one site from the same two densities, gives 3.23. With D held at D0 it gives 2.39. In this case the density dependence raises the transfer by about a third.

A steady flow shows the same dependence in its profile. If the ends of a long row are held at n = 0.4 and n = 0.1, the current is constant when n/(1 − n) falls linearly. Its end values are 0.667 and 0.111, so at the middle it is 0.389, and there n = 0.389/1.389 = 0.28. A constant D would give 0.25. The profile is flatter on the dense side, where D is larger and a smaller gradient carries the same current.

For numbers of a realistic size, take the mass of rhenium and the site spacing in the channels of a tungsten surface. The parameters are round and rough: spacing a = 2.7 Å, barrier E = 0.8 eV for a hop of the dimer, prefactor 10¹² s⁻¹ for each direction, and temperature 350 K. That a rhenium dimer lies within one channel and moves along it rigidly is a premise of the model here, not a statement about rhenium. So is the absence of attraction between touching dimers. If all atoms sit at the spacing a, the facing atoms of two touching dimers are as close as the two atoms within one, and a bond that holds a dimer together would be expected to act between dimers too. The numbers illustrate the formula and do not predict the behaviour of rhenium. The row is 100 Å long, about 37 sites, and n = 0.25, so that half of it is covered by about nine dimers.

At 350 K, kT = 0.03016 eV. The hopping rate in each direction is

Γ = 10¹² s⁻¹ × exp(−0.8/0.03016) = 3.0 s⁻¹.

A lone dimer then has

D0 = Γa² = 3.02 s⁻¹ × (2.7 Å)² = 22 Å²/s.

At n = 0.25 the free-hop factor is 0.5/0.75 = 0.667 and the thermodynamic factor is 1/(0.75 × 0.5) = 2.667. Their product is 1.78, and

D = 1.78 × 22 Å²/s = 39 Å²/s = 3.9 × 10⁻¹⁵ cm²/s.

One attempted hop in three is blocked, yet the density spreads 1.78 times as fast as lone dimers would. The slowest small unevenness in the row falls by a factor e in the time

τ = (100 Å)²/(π² × 39.2 Å²/s) = 26 s.

With D0 in place of D the time would be 46 s. The absolute values hang on the barrier: a change of 0.05 eV alters Γ, and with it D, by a factor exp(0.05/0.03016), or about 5. The ratio D/D0 does not depend on the barrier within the model.

The assumption most open to doubt is that dimers do not interact beyond exclusion. To size it, let each pair of touching dimers have an energy w, negative for attraction. Let a hop that leaves a touching neighbour behind have the rate Γ exp(w/kT), and let all other allowed hops keep the rate Γ. The ratio of forward to reverse rates then equals the ratio of the Boltzmann weights of the two configurations, as equilibrium requires. The smallest nonzero decay rate of the hopping matrix for 20 sites and 5 dimers at 350 K, divided by its value at w = 0, estimates the change in D. It is 0.16 for w = −0.05 eV, 0.52 for w = −0.02 eV and 1.69 for w = +0.02 eV. Going from 16 to 20 sites at the same density shifted these ratios by −0.005, −0.010 and +0.046. The shifts fall off slowly with length, so the error that remains is larger than the last shift in all three cases. The long-row values can be found separately: with these rates the current in the list of objects is again the difference of a local quantity, and the derivative of its equilibrium mean with respect to the density gives the ratios. They are about 0.15, 0.49 and 1.85; the value for repulsion is thus some 9 % too low at 20 sites.

An attraction of 0.02 eV, less than kT, thus halves D in the example, to about 20 Å²/s, and cancels the whole gain from crowding. An attraction of 0.05 eV brings D to about 6 Å²/s. Other rules for the rates that obey the same balance may give other values. Even a contact energy of 0.1 kT, of either sign, changes D by about 10 % at n = 0.25 with the rates used here. The formula D0/(1 − n)² should therefore be applied to a real row only where contact energies, and any forces of longer range, are known to be small enough beside kT for the accuracy wanted.

Dimers may also break. During the time τ a free dimer attempts 2Γτ = 2 × 3.02 × 25.9 = 156 hops. If a dimer can break in two ways, by the loss of either atom, each with the prefactor of a hop in one direction and a barrier higher by ΔE, the expected number of breaks is 156 exp(−ΔE/kT), and the share of dimers broken at least once is 1 − exp[−156 exp(−ΔE/kT)]. This is 19 % for ΔE = 0.2 eV and 0.7 % for ΔE = 0.3 eV, for a dimer with empty sites on both sides. At n = 0.25 one exit in three is blocked, which lowers the shares to about 13 % and 0.5 %. These shares count breaks, not atoms found apart: in a row the two atoms stay neighbours and may rejoin. The share of pairs apart at a given time depends on the binding energy, which is the barrier for breaking less the barrier for rejoining. If each atom binds only to its own partner, counting the equilibrium arrangements of nine pairs on 37 sites gives about 0.25 % apart for a binding of 0.2 eV and about 6 % for 0.1 eV. Where the binding is weak the row holds a mixture of dimers and single atoms, to which the formula does not apply as it stands.

Tunnelling is negligible here. Let the energy along the row be a cosine of height E and period a. For a dimer of mass m the curvature at the top corresponds to ω² = 2π²E/(ma²). With 186.2 atomic mass units per atom, ω/2π = 1.2 × 10¹² s⁻¹. The wells have the same curvature, so this is also the frequency of vibration in a well, and it agrees with the size of the chosen prefactor. For a parabolic barrier the transmission at energy ε from the top is 1/[1 + exp(−2πε/ħω)]. Its thermal average, relative to classical passage, is (u/2)/sin(u/2) with u = ħω/kT, or 1 + u²/24 for small u. Passage through and over the barrier is raised by 0.1 %. The quantised vibration in the well, which has the same curvature, raises the hopping rate by about as much again, to 0.2 % in all.

Three further effects are left out without an estimate. Hops over several sites would change both D0 and the blocking rule. A dimer that advances one atom at a time covers a longer piece of the row while it is stretched, and so blocks its neighbours more. Atoms that arrive during the 26 s of relaxation would add a source to the diffusion equation.
